\section*{Occupied bandwidth of jellium at sodium density with PBE0 and HSE06}

\section*{Problem}

The conduction electrons of sodium are often modelled by jellium: electrons in a rigid, uniform, neutralising positive background. Take the Wigner--Seitz radius $r_s=3.93$ bohr, close to the valence density of cold sodium, and let the electrons be unpolarised and the state translation invariant. Define the occupied bandwidth as
\[
W=\varepsilon(k_F)-\varepsilon(0),
\]
where $\varepsilon(k)$ is the orbital energy at wavenumber $k$ and $k_F$ is the Fermi wavenumber.

PBE0 replaces a fraction $a=1/4$ of PBE exchange by Fock exchange. HSE06 does so only for the short-range part $\operatorname{erfc}(\omega r)/r$ of the Coulomb interaction, with $a=1/4$ and $\omega=0.11$ bohr$^{-1}$. Both keep full PBE correlation.

\begin{enumerate}
\item[(a)] Show which terms of the two functionals can affect $W$, and write $W$ in terms of an exchange self-energy.
\item[(b)] Find $W$ in closed form for both functionals.
\item[(c)] Without inserting numbers, put the PBE0, HSE06 and free-electron widths in order.
\item[(d)] Evaluate the three widths and compare them with the photoemission width of sodium, roughly $2.6$ eV. Can another positive value of $a$ bring either functional into agreement?
\end{enumerate}

Hartree atomic units are used, with final widths also in eV.

\section*{Solution}

\subsection*{(a) The terms that matter}

In a translation-invariant state the orbitals are plane waves, and each wavevector with $k<k_F$ holds two electrons. The density is therefore
\[
n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.
\]
Equating this to $n=3/(4\pi r_s^3)$ gives
\[
k_F=\left(\frac{9\pi}{4}\right)^{1/3}\frac{1}{r_s}.
\]

The electrostatic potential of the electrons cancels that of the background. A semilocal energy $\int f(n,\sigma)\,d^3r$, with $\sigma=|\nabla n|^2$, has the potential
\[
v_{\rm sl}=\frac{\partial f}{\partial n}-\nabla\cdot\left(2\,\frac{\partial f}{\partial\sigma}\nabla n\right).
\]
For the functionals used here $\partial f/\partial\sigma$ remains finite as $\sigma\to0$. At uniform density the second term then vanishes and the first is the same everywhere. The potential is a constant, which shifts all levels equally and drops out of $W$. This disposes of PBE correlation and of the PBE exchange retained in either hybrid.

There remain the kinetic energy and the Fock term. The latter is taken as a nonlocal operator acting on the orbitals, as in the usual generalised Kohn--Sham treatment of hybrids; a local exchange potential would again be a constant and would leave $W=k_F^2/2$. For an interaction $v(r)$ the Fock operator acts on an orbital $\phi$ as
\[
(\hat\Sigma\phi)(\mathbf r)=-\int d^3r'\,\gamma(\mathbf r-\mathbf r')\,v(|\mathbf r-\mathbf r'|)\,\phi(\mathbf r'),
\qquad
\gamma(\mathbf s)=\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\,e^{i\mathbf k'\cdot\mathbf s}.
\]
Here $\gamma$ is the density matrix of one spin, since exchange acts between equal spins. Put $\phi=e^{i\mathbf k\cdot\mathbf r}$ and $\mathbf s=\mathbf r-\mathbf r'$. The integral over $\mathbf s$ is the Fourier transform of $v$ at $\mathbf k-\mathbf k'$, so the plane wave is an eigenfunction with eigenvalue
\begin{equation}
\Sigma(k)=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\,v(|\mathbf k-\mathbf k'|).
\label{sigma}
\end{equation}
The argument of $v$ now tells whether the function or its transform is meant. Hence
\begin{equation}
W=\frac{k_F^2}{2}+a\,D,\qquad D=\Sigma(k_F)-\Sigma(0).
\label{width}
\end{equation}

\subsection*{(b) Closed forms}

\paragraph{The screened interaction.} The long-range part of $1/r$ is
\[
\frac{\operatorname{erf}(\omega r)}{r}=\frac{2}{\sqrt\pi}\int_0^\omega e^{-r^2t^2}\,dt .
\]
The Gaussian $e^{-r^2t^2}$ has the transform $(\pi^{3/2}/t^3)\,e^{-q^2/4t^2}$. Since $\frac{d}{dt}e^{-q^2/4t^2}=\frac{q^2}{2t^3}e^{-q^2/4t^2}$,
\[
v_{\rm LR}(q)=2\pi\int_0^\omega\frac{e^{-q^2/4t^2}}{t^3}\,dt=\frac{4\pi}{q^2}\,e^{-q^2/4\omega^2}.
\]
Subtracting this from the transform $4\pi/q^2$ of $1/r$ leaves the short-range part
\begin{equation}
v_{\rm SR}(q)=\frac{4\pi}{q^2}\left(1-e^{-q^2/4\omega^2}\right).
\label{vsr}
\end{equation}
The limit $\omega\to0$ restores the bare interaction, so one calculation serves both functionals.

\paragraph{Bottom of the band.} At $k=0$ the distance $q=|\mathbf k-\mathbf k'|$ equals $k'$, and the angular integral in (\ref{sigma}) gives $4\pi$:
\begin{align}
\Sigma(0)&=-\frac{1}{8\pi^3}\int_0^{k_F}4\pi q^2\,\frac{4\pi}{q^2}\left(1-e^{-q^2/4\omega^2}\right)dq\nonumber\\
&=-\frac{2}{\pi}\left[k_F-\sqrt\pi\,\omega\operatorname{erf}\!\left(\frac{k_F}{2\omega}\right)\right].
\label{bottom}
\end{align}
The Gaussian integral follows from the substitution $q=2\omega t$.

\paragraph{Fermi level.} Now $\mathbf k$ lies on the surface of the Fermi sphere. Consider a point at distance $q$ from $\mathbf k$, in a direction at angle $\theta$ to the inward normal. Its squared distance from the centre is $k_F^2+q^2-2k_Fq\cos\theta$. It is occupied if this is less than $k_F^2$, that is, if $\cos\theta>q/2k_F$. The occupied directions fill the solid angle $2\pi(1-q/2k_F)$ for $q<2k_F$, and none are left beyond. With the prefactor $2\pi\cdot4\pi/8\pi^3=1/\pi$,
\[
\Sigma(k_F)=-\frac1\pi\int_0^{2k_F}\left(1-\frac{q}{2k_F}\right)\left(1-e^{-q^2/4\omega^2}\right)dq .
\]
The three integrals needed are
\begin{align*}
\int_0^{2k_F}\left(1-\frac{q}{2k_F}\right)dq&=2k_F-k_F=k_F,\\
\int_0^{2k_F}e^{-q^2/4\omega^2}\,dq&=\sqrt\pi\,\omega\operatorname{erf}\!\left(\frac{k_F}{\omega}\right),\\
\frac{1}{2k_F}\int_0^{2k_F}q\,e^{-q^2/4\omega^2}\,dq&=\frac{\omega^2}{k_F}\left(1-e^{-k_F^2/\omega^2}\right).
\end{align*}
The second enters with a minus sign and the third with a plus sign, so
\begin{equation}
\Sigma(k_F)=-\frac1\pi\left[k_F-\sqrt\pi\,\omega\operatorname{erf}\!\left(\frac{k_F}{\omega}\right)+\frac{\omega^2}{k_F}\left(1-e^{-k_F^2/\omega^2}\right)\right].
\label{fermi}
\end{equation}

\paragraph{Widths.} Subtract (\ref{bottom}) from (\ref{fermi}), take out $k_F/\pi$, and set $\lambda=\omega/k_F$. The leading terms give $2-1=1$, and
\begin{equation}
D=\frac{k_F}{\pi}\,g(\lambda),\qquad
g(\lambda)=1-\sqrt\pi\,\lambda\left[2\operatorname{erf}\!\left(\frac{1}{2\lambda}\right)-\operatorname{erf}\!\left(\frac1\lambda\right)\right]-\lambda^2\left(1-e^{-1/\lambda^2}\right).
\label{g}
\end{equation}
For $\omega\to0$ both corrections vanish and $g\to1$. Therefore
\begin{equation}
W_{\rm PBE0}=\frac{k_F^2}{2}+\frac{a k_F}{\pi},\qquad
W_{\rm HSE06}=\frac{k_F^2}{2}+\frac{a k_F}{\pi}\,g(\lambda).
\label{result}
\end{equation}

\subsection*{(c) The order of the widths}

In (\ref{sigma}) the vector $\mathbf k-\mathbf k'$ runs over a ball of radius $k_F$ centred at $\mathbf k$. Increasing $k$ by $dk$ shifts this ball. A surface element $dS$ whose outward normal makes an angle with cosine $\mu$ to $\mathbf k$ sweeps out the signed volume $\mu\,dk\,dS$. With $dS=2\pi k_F^2\,d\mu$,
\[
\frac{d\Sigma}{dk}=-\frac{k_F^2}{4\pi^2}\int_{-1}^{1}\mu\,v(q_\mu)\,d\mu,
\qquad q_\mu^2=k^2+k_F^2+2kk_F\mu .
\]
Combining the contributions of $\mu$ and $-\mu$ gives
\begin{equation}
\frac{d\Sigma}{dk}=\frac{k_F^2}{4\pi^2}\int_0^1\mu\,\bigl[v(q_{-\mu})-v(q_\mu)\bigr]\,d\mu,\qquad 0<k<k_F.
\label{slope}
\end{equation}
Because $q_{-\mu}<q_\mu$, the slope is positive for every interaction whose transform decreases with $q$. The bare interaction $4\pi/q^2$ does so. For the screened one, put $x=q^2/4\omega^2$ in (\ref{vsr}):
\[
v_{\rm SR}=\frac{\pi}{\omega^2}\,\frac{1-e^{-x}}{x}=\frac{\pi}{\omega^2}\int_0^1e^{-xs}\,ds,
\]
which also decreases with $q$. Thus $\Sigma(k)$ rises through the occupied band, as does $k^2/2$. The band has its bottom at $k=0$ and its top at $k_F$, and $D>0$ for both functionals.

The long-range interaction $v_{\rm LR}$ decreases with $q$ as well, so by (\ref{slope}) its own contribution to $D$ is positive. That is the contribution which HSE06 omits, and hence $0<g<1$. For $a>0$ and $\omega>0$, at every density,
\begin{equation}
W_{\rm PBE0}>W_{\rm HSE06}>\frac{k_F^2}{2}.
\label{order}
\end{equation}

Physically, a state at the centre of the Fermi sphere has its exchange partners nearby in momentum space, where the interaction is strongest. A state on the surface has partners on one side only, many of them far away. Exchange therefore lowers the bottom of the band more than the Fermi level. Screening weakens the interaction at small $q$ and so reduces this contrast.

The limit of strong screening shows how the contrast disappears. Let $u=1/\lambda$ be small. From $\sqrt\pi\operatorname{erf}(z)=2(z-z^3/3+z^5/10-\dots)$,
\begin{align*}
\frac{\sqrt\pi}{u}\left[2\operatorname{erf}\!\left(\frac u2\right)-\operatorname{erf}(u)\right]&=\frac{u^2}{2}-\frac{3u^4}{16}+\dots,\\
\frac{1-e^{-u^2}}{u^2}&=1-\frac{u^2}{2}+\frac{u^4}{6}-\dots .
\end{align*}
Subtracting both from 1 cancels the constant and the $u^2$ terms, leaving
\[
g\simeq\left(\frac{3}{16}-\frac16\right)u^4=\frac{1}{48\lambda^4}.
\]
In this limit $v_{\rm SR}$ tends to the constant $\pi/\omega^2$, a contact interaction, which shifts all levels alike.

The two functionals consequently differ at low density. Relative to the free-electron width, the PBE0 widening is $2a/(\pi k_F)$, which grows as $k_F$ falls. For HSE06 the ratio is $2ag/(\pi k_F)$. At fixed $\omega$ and small $k_F$ it becomes $ak_F^3/(24\pi\omega^4)$, which vanishes. This form needs $k_F\ll\omega$, that is $r_s\gg17$ bohr for $\omega=0.11$ bohr$^{-1}$, far more dilute than sodium, and it refers to the assumed uniform, unpolarised state.

\subsection*{(d) Numbers and comparison with sodium}

The values below were computed from the closed forms and then rounded, so sums of rounded entries may differ in the last digit. For $r_s=3.93$ bohr,
\[
k_F=0.4883\ \text{bohr}^{-1},\qquad \frac{k_F^2}{2}=0.1192\ \text{hartree},\qquad \lambda=\frac{0.11}{0.4883}=0.2253 .
\]
The factor $g$ needs $\operatorname{erf}(1/2\lambda)=0.9983$, $\operatorname{erf}(1/\lambda)=1.0000$, $\sqrt\pi\,\lambda=0.3993$ and $\lambda^2(1-e^{-1/\lambda^2})=0.0507$:
\[
g=1-0.3993\,(2\times0.9983-1.0000)-0.0507=0.5514 .
\]
The self-energies, before multiplication by $a$, are as follows.
\begin{center}
\begin{tabular}{lccc}
Exchange & $\Sigma(0)$ (hartree) & $\Sigma(k_F)$ (hartree) & $D$ (hartree)\\
unscreened & $-0.3109$ & $-0.1554$ & $0.1554$\\
screened & $-0.1870$ & $-0.1013$ & $0.0857$
\end{tabular}
\end{center}
Screening raises the bottom by $0.124$ hartree but the Fermi level by only $0.054$ hartree, which is why the widening shrinks. With $a=1/4$,
\begin{align*}
W_{\rm PBE0}&=0.1192+0.0389=0.1581\ \text{hartree}=4.30\ \text{eV},\\
W_{\rm HSE06}&=0.1192+0.0214=0.1407\ \text{hartree}=3.83\ \text{eV},\\
W_{\rm free}&=0.1192\ \text{hartree}=3.24\ \text{eV}.
\end{align*}
PBE0 exceeds the free-electron width by 33\% and HSE06 exceeds it by 18\%. The measured width, roughly $2.6$ eV, lies below all three. The order does not depend on the precise density chosen: at $r_s=4.00$ bohr the PBE0, HSE06 and free-electron widths are $4.17$, $3.70$ and $3.13$ eV.

To reproduce a measured width $W_{\rm exp}$ by changing $a$, equation (\ref{width}) requires
\[
a=\frac{W_{\rm exp}-k_F^2/2}{D}.
\]
The numerator is about $2.6-3.24=-0.6$ eV, while $D$ is positive. The required fraction is therefore negative, roughly $-0.15$ for unscreened and $-0.3$ for screened exchange. No positive $a$ will do. The two fractions change with the rough figure of $2.6$ eV, but their sign does not, so long as the measured width lies below the free-electron value of $3.24$ eV. Changing $\omega$ does not help either, since $D>0$ for every finite $\omega$.

The comparison rests on two identifications. Sodium is a crystal, whereas jellium has no ions. A photoemission width is also not strictly a difference of orbital energies, because the measurement involves the response of the remaining electrons and the final state of the emitted one. The theoretical order (\ref{order}) is a result for jellium in the assumed uniform, unpolarised state. That the measured width lies lower is an empirical fact about sodium.

Within jellium, the calculation does show what a narrower band would require. Full Fock exchange, $a=1$ with the bare interaction, gives $W=7.47$ eV. If $2.6$ eV were the quasiparticle width of jellium, correlation would have to remove about $4.9$ eV from this value. That premise is not established here: the $G_0W_0$ approximation with RPA screening gives about $3.0$ eV at this density, below the free-electron width but above $2.6$ eV. A constant correlation potential, such as that of PBE at uniform density, removes nothing. The correction must come from a correlation self-energy that differs between the bottom of the band and the Fermi level, through its dependence on momentum, on energy, or on both.
